\section*{Cutoff Constant and Universal Term in Three-Dimensional Weak Localization}

\section{The Cooperon pole and its prefactor}

\subsection{A special case: full coherence against finite coherence}

Electrons in a disordered conductor return to places they have visited. Without a magnetic field or spin scattering, a closed path and its time-reversed partner interfere constructively, which favours return and lowers the conductivity. In three dimensions this correction is
\begin{equation}
\delta\sigma=-\frac{2e^2}{\pi\hbar}R(\kappa),\qquad
R(\kappa)=\int_{q<Q}\frac{d^3q}{(2\pi)^3}\,\frac{1}{q^2+\kappa^2},
\label{eq:start}
\end{equation}
where $\kappa=1/L_\phi$, $L_\phi$ is the phase-coherence length, and $Q$ is a cutoff of the order of the inverse mean free path. The rest of this section derives the prefactor and the integrand. Taking them as given for the moment, compare a perfectly coherent conductor, $\kappa=0$, with one of finite $L_\phi$.

The angular integral gives $4\pi$, and $4\pi/(2\pi)^3=1/(2\pi^2)$. For perfect coherence the factor $q^2$ of the volume element cancels the pole:
\begin{equation}
R(0)=\frac{1}{2\pi^2}\int_0^Q dq=\frac{Q}{2\pi^2}.
\end{equation}
This is proportional to the cutoff, so its size depends on physics at the scale of the mean free path, where diffusion is no longer a valid description. The difference behaves better:
\begin{align}
R(0)-R(\kappa)&=\frac{1}{2\pi^2}\int_0^Q dq\left[1-\frac{q^2}{q^2+\kappa^2}\right]
=\frac{1}{2\pi^2}\int_0^Q\frac{\kappa^2\,dq}{q^2+\kappa^2}\nonumber\\
&\longrightarrow\frac{1}{2\pi^2}\,\frac{\pi\kappa}{2}=\frac{\kappa}{4\pi}
\qquad(Q\gg\kappa).
\label{eq:diff}
\end{align}
The last integral converges, and the cutoff has dropped out. Multiplying by $2e^2/(\pi\hbar)$ gives
\begin{equation}
\delta\sigma(L_\phi)-\delta\sigma(\infty)=\frac{e^2}{2\pi^2\hbar L_\phi}.
\label{eq:special}
\end{equation}
Loss of coherence removes part of a negative correction, so the conductivity rises as $L_\phi$ shrinks. The correction itself remains negative.

\subsection{Model and averaged Green function}

The electrons have isotropic mass $m$ and two equivalent spin states. They move in a random potential with zero mean and $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')$. With $N_0$ the density of states per spin at the Fermi energy, the elastic time $\tau$ is defined by
\begin{equation}
\gamma=\frac{\hbar}{2\pi N_0\tau}.
\label{eq:gamma}
\end{equation}
The treatment is the leading order in $1/(k_F\ell)$, with $\ell$ the mean free path. The self-energy is then $\gamma$ times the averaged Green function at coinciding points. Its real part shifts the zero of energy and is absorbed there. Its imaginary part is $-\pi\gamma N_0=-\hbar/(2\tau)$. The retarded function is therefore
\begin{equation}
G^R(k)=\frac{1}{E+i\hbar/(2\tau)-\hbar^2k^2/(2m)}
=\frac{2m}{\hbar^2}\,\frac{1}{K^2-k^2},
\end{equation}
and the advanced function $G^A$ is its complex conjugate. Write $K=k_F+i/(2\ell)$. The imaginary part of $\hbar^2K^2/(2m)$ is $\hbar^2k_F/(2m\ell)$. Setting it equal to $\hbar/(2\tau)$ gives $\ell=\hbar k_F\tau/m=v_F\tau$, as expected for a mean free path.

In real space $(\nabla^2+K^2)G^R=(2m/\hbar^2)\delta(\mathbf r)$. Since $(\nabla^2+K^2)(e^{iKr}/r)=-4\pi\delta(\mathbf r)$,
\begin{equation}
G^R(r)=-\frac{m}{2\pi\hbar^2}\,\frac{e^{iKr}}{r}.
\label{eq:Gr}
\end{equation}
Near the origin $e^{iKr}/r=1/r+iK+\dots$, whose imaginary part is $k_F$. Hence $N_0=-\mathrm{Im}\,G^R(0)/\pi=mk_F/(2\pi^2\hbar^2)$, and (\ref{eq:gamma}) becomes
\begin{equation}
\gamma=\frac{\pi\hbar^3}{mk_F\tau}.
\label{eq:gamma2}
\end{equation}

\subsection{One step of the ladder}

In the interference term the two amplitudes visit the same impurities in opposite order. Without a magnetic field $G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r)$, so one amplitude can be reversed. The crossed diagrams then become a ladder that depends on the sum $\mathbf q$ of the two momenta. One step between impurities contributes
\begin{equation}
\Pi(q)=\int\frac{d^3k}{(2\pi)^3}\,G^R(\mathbf k)G^A(\mathbf q-\mathbf k)
=\int d^3r\,|G^R(r)|^2e^{-i\mathbf q\cdot\mathbf r},
\end{equation}
because a convolution in momentum is a product in space. From (\ref{eq:Gr}) and (\ref{eq:gamma2}),
\begin{equation}
\gamma|G^R(r)|^2=\frac{\pi\hbar^3}{mk_F\tau}\,
\frac{m^2}{4\pi^2\hbar^4}\,\frac{e^{-r/\ell}}{r^2}
=\frac{e^{-r/\ell}}{4\pi\ell r^2},
\label{eq:flight}
\end{equation}
where $m/(\hbar k_F\tau)=1/\ell$ was used. This is the probability density for a free flight to end at distance $r$; its integral over space is one.

The angular average of $e^{-i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$. The radial integral follows from
\begin{equation}
\frac{d}{dq}\int_0^\infty e^{-ar}\frac{\sin qr}{r}\,dr
=\int_0^\infty e^{-ar}\cos qr\,dr=\frac{a}{a^2+q^2},
\end{equation}
which integrates to $\arctan(q/a)$, since the integral vanishes at $q=0$. With $a=1/\ell$,
\begin{equation}
A(q)\equiv\gamma\Pi(q)=\frac{\arctan(q\ell)}{q\ell}.
\label{eq:rung}
\end{equation}

\subsection{Loss of phase and the pole}

The coherence time $\tau_\phi$ is defined by the statement that the interference factor of a path of duration $t$ is reduced, on average, by $e^{-t/\tau_\phi}$. This is a phenomenological assumption; it does not say what breaks the phase. A flight of length $r$ lasts $r/v_F$, so (\ref{eq:flight}) gains the factor $e^{-sr/\ell}$ with $s=\tau/\tau_\phi$. Setting $a=(1+s)/\ell$ in the integral above gives
\begin{equation}
A(q)=\frac{1}{q\ell}\arctan\frac{q\ell}{1+s}
=\frac{1}{1+s}-\frac{q^2\ell^2}{3(1+s)^3}+\dots
\label{eq:Afull}
\end{equation}
For $s\ll1$ and $q\ell\ll1$ the leading terms are
\begin{equation}
1-A(q)\simeq s+\frac{q^2\ell^2}{3}
=\tau\left(Dq^2+\frac{1}{\tau_\phi}\right),\qquad D=\frac{v_F\ell}{3}=\frac{\ell^2}{3\tau}.
\end{equation}
A crossed diagram with $n$ impurity lines has $n-1$ steps and the value $\gamma A^{n-1}$. Crossing requires $n\geq2$, so the sum is
\begin{equation}
\Gamma(q)=\gamma\sum_{n=2}^{\infty}A^{n-1}=\frac{\gamma A}{1-A}
\simeq\frac{\gamma}{\tau}\,\frac{1}{Dq^2+1/\tau_\phi}.
\label{eq:pole}
\end{equation}
This is the Cooperon pole. Including or omitting a few short diagrams adds a smooth function of $q$ and leaves the pole unchanged.

\subsection{The current vertices}

The dc conductivity at zero temperature, with the factor 2 for spin, is
\begin{equation}
\sigma=\frac{2e^2\hbar}{\pi\mathcal V}\,
\left\langle\mathrm{Tr}\left[v_x\,\mathrm{Im}G\,v_x\,\mathrm{Im}G\right]\right\rangle,
\label{eq:kubo}
\end{equation}
where $\mathcal V$ is the volume and $\mathrm{Im}G=(G^R-G^A)/(2i)$. The averaged functions satisfy $|\mathrm{Im}\,G|=(\hbar/2\tau)|G|^2$. White-noise ladders do not correct the Drude term, because each would contain the integral of $v_x$ times an even function. Thus
\begin{equation}
\sigma_0=\frac{2e^2\hbar}{\pi}\left(\frac{\hbar}{2\tau}\right)^2J,\qquad
J=\int\frac{d^3k}{(2\pi)^3}\,v_x^2|G(k)|^4 .
\label{eq:J}
\end{equation}
The angular average of $v_x^2$ is $\hbar^2k^2/(3m^2)$, so
\begin{equation}
J=\frac{\hbar^2}{3m^2}\left(\frac{2m}{\hbar^2}\right)^4\frac{1}{2\pi^2}
\int_0^\infty\frac{k^4\,dk}{(k^4+2\beta k^2+c^2)^2},
\end{equation}
with $c=|K|^2=k_F^2+1/(4\ell^2)$ and $\beta=-k_F^2+1/(4\ell^2)$.

To find the integral, first define $M=\int_0^\infty k^2dk/(k^4+2\beta k^2+c^2)$. The substitution $k\to c/k$ shows that $M$ keeps its value when $k^2$ in the numerator is replaced by $c$. Adding the two forms and putting $w=k-c/k$, for which $dw=(1+c/k^2)dk$ and $k^2+c^2/k^2=w^2+2c$, gives
\begin{equation}
2M=\int_{-\infty}^{\infty}\frac{dw}{w^2+2(\beta+c)}
=\frac{\pi}{\sqrt{2(\beta+c)}}.
\end{equation}
Differentiating $M$ with respect to $\beta$ produces $-2$ times the required integral. That integral is therefore $(\pi/4)[2(\beta+c)]^{-3/2}$. Since $2(\beta+c)=1/\ell^2$, it equals $\pi\ell^3/4$, and
\begin{equation}
J=\frac{2m^2\ell^3}{3\pi\hbar^6}.
\label{eq:Jvalue}
\end{equation}
Insertion in (\ref{eq:J}), with $m\ell/\tau=\hbar k_F$, gives $\sigma_0=e^2k_F^2\ell/(3\pi^2\hbar)$. For density $n=k_F^3/(3\pi^2)$ this is the Drude value $ne^2\tau/m$, which fixes the normalization.

In (\ref{eq:kubo}) the pole appears in products of one retarded and one advanced function. From
\begin{equation}
(\mathrm{Im}G)(\mathrm{Im}G)=-\tfrac14\left(G^RG^R+G^AG^A-G^RG^A-G^AG^R\right)
\end{equation}
the two mixed terms contribute equally and together have weight $1/2$. The interference term is
\begin{equation}
\delta\sigma=\frac{e^2\hbar}{\pi}\int\!\frac{d^3q}{(2\pi)^3}\Gamma(q)
\int\!\frac{d^3k}{(2\pi)^3}v_x(\mathbf k)v_x(\mathbf q-\mathbf k)
|G(\mathbf k)|^2|G(\mathbf q-\mathbf k)|^2 .
\label{eq:crossed}
\end{equation}
At small $q$ the outgoing velocity is opposite to the incoming one, $v_x(\mathbf q-\mathbf k)\simeq-v_x(\mathbf k)$, and the inner integral tends to $-J$. This is the origin of the minus sign. The remaining constants combine as
\begin{equation}
\frac{J\gamma}{\tau}=\frac{2m^2\ell^3}{3\pi\hbar^6}\,
\frac{\pi\hbar^3}{mk_F\tau^2}
=\frac{2\ell^3}{3\hbar^3\tau^2}\,\frac{m}{k_F}
=\frac{2\ell^2}{3\hbar^2\tau}=\frac{2D}{\hbar^2},
\end{equation}
where $m/k_F=\hbar\tau/\ell$. Hence
\begin{equation}
\delta\sigma=-\frac{2e^2D}{\pi\hbar}
\int\frac{d^3q}{(2\pi)^3}\,\frac{1}{Dq^2+1/\tau_\phi}.
\label{eq:main}
\end{equation}
Dividing numerator and denominator by $D$, with $L_\phi=\sqrt{D\tau_\phi}$, gives (\ref{eq:start}).

\subsection{What the small-momentum form leaves out}

The inner integral in (\ref{eq:crossed}) varies with $q$ on the scale $1/\ell$. After averaging over directions it is a smooth function of $q^2$, so its relative deviation from $-J$ starts as $q^2\ell^2$. Multiplied by the pole, this deviation has the same form as the terms treated next and is equally harmless.

There are also diagrams in which one more impurity line joins two retarded, or two advanced, lines next to the ladder. They contain two current triangles of the type
\begin{equation}
\mathbf T(\mathbf q)=\int\frac{d^3k}{(2\pi)^3}\,\mathbf v(\mathbf k)\,
|G(\mathbf k)|^2G^R(\mathbf q-\mathbf k).
\end{equation}
At $\mathbf q=0$ the integrand is odd in $\mathbf k$, so $\mathbf T$ vanishes and starts linearly in $\mathbf q$. Two triangles supply $q^2$, and
\begin{equation}
\frac{q^2}{q^2+\kappa^2}=1-\frac{\kappa^2}{q^2+\kappa^2}.
\end{equation}
The first part changes the cutoff-dependent constant. The second, multiplied by its coefficient of order $\ell^2$ and integrated over $\mathbf q$, is of order $\ell^2\kappa^2Q\sim\kappa^2\ell$, since $Q\sim1/\ell$. The universal term is of order $\kappa$, so the ratio is of order $\kappa\ell$. These diagrams therefore do not alter the term linear in $1/L_\phi$.

\section{Cutoff, universality and application}

\subsection{Symbols and results carried over}

The mean free path is $\ell$, the elastic time $\tau$, the diffusion constant $D=\ell^2/(3\tau)$, and $L_\phi=\sqrt{D\tau_\phi}=1/\kappa$. The Drude conductivity is $\sigma_0=ne^2\tau/m$. One ladder step has the value $A(q)=\arctan[q\ell/(1+s)]/(q\ell)$ with $s=\tau/\tau_\phi$. The interference correction is
\begin{equation}
\delta\sigma=-\frac{2e^2}{\pi\hbar}R(\kappa),\qquad
R(\kappa)=\int_{q<Q}\frac{d^3q}{(2\pi)^3}\frac{1}{q^2+\kappa^2},
\label{eq:restate}
\end{equation}
for $k_F\ell\gg1$, $L_\phi\gg\ell$, two equivalent spin states, and no magnetic field, magnetic impurities or spin-orbit scattering.

\subsection{The integral with a sharp cutoff}

Writing $q^2/(q^2+\kappa^2)=1-\kappa^2/(q^2+\kappa^2)$ gives
\begin{equation}
R(\kappa)=\frac{1}{2\pi^2}\left[Q-\kappa\arctan\frac{Q}{\kappa}\right],
\end{equation}
and therefore
\begin{equation}
\delta\sigma=-\frac{e^2}{\pi^3\hbar}
\left[Q-\frac{\arctan(QL_\phi)}{L_\phi}\right].
\label{eq:closed}
\end{equation}
For $x=QL_\phi\gg1$, $\arctan x=\pi/2-\arctan(1/x)=\pi/2-1/x+\dots$, so
\begin{equation}
\delta\sigma=-\frac{e^2Q}{\pi^3\hbar}+\frac{e^2}{2\pi^2\hbar L_\phi}
-\frac{e^2}{\pi^3\hbar QL_\phi^2}+\dots
\label{eq:expansion}
\end{equation}
The first term is the cutoff-dependent constant. The second contains neither $Q$ nor the mass, density or disorder strength, except through $L_\phi$. The third is smaller than the second by the factor $2/(\pi QL_\phi)$.

A measured conductivity cannot separate the first term from the Drude value, since both are constants at fixed disorder. The quantity to compare with experiment is a difference between two coherence lengths $L_1>L_2$ in the same sample:
\begin{equation}
\Delta\sigma=\frac{e^2}{2\pi^2\hbar}\left(\frac1{L_2}-\frac1{L_1}\right).
\label{eq:delta}
\end{equation}
For numerical work, $e^2/(2\pi^2\hbar)=1.2331\times10^{-5}$~S. With $L_\phi$ in nanometres the universal term is $123.3/L_\phi$ in S/cm. A fit of data to a constant plus this term should leave the constant free.

\subsection{Why the second term does not depend on the cutoff}

Replace the sharp cutoff by any smooth function $f(q^2)$ with $f(0)=1$ that falls off fast enough for $\int_0^\infty f\,dq$ to converge. Then
\begin{equation}
2\pi^2R(\kappa)=\int_0^\infty f\,dq-\kappa^2\int_0^\infty\frac{dq}{q^2+\kappa^2}
-\kappa^2\int_0^\infty\frac{f-1}{q^2+\kappa^2}\,dq .
\end{equation}
The second term is $-\pi\kappa/2$. The magnitude of the third is at most $\kappa^2\int_0^\infty|f-1|\,dq/q^2$. That integral is finite, because $f-1$ is proportional to $q^2$ near zero and tends to $-1$ at large $q$. So
\begin{equation}
R(\kappa)=R(0)-\frac{\kappa}{4\pi}+O(\kappa^2).
\label{eq:universal}
\end{equation}
When phase loss is kept in every ladder step, $f$ also depends on $\kappa$. Its change from the value at $\kappa=0$ is then bounded by $\kappa^2$ times an integrable function of $q$, so the change of $R$ is again of order $\kappa^2$.

Three regulators show this in numbers. The first is the sharp cutoff, with $1/Q$ as unit of length. The second is diffusion on a simple cubic lattice with unit spacing, where $q^2$ becomes $2\sum_i(1-\cos q_i)$ and $\mathbf q$ runs over the Brillouin zone. The third keeps the full ladder step, with $\ell=1$ and integrand $A^4/[3(1-A)]$ in place of $1/(q^2+\kappa^2)$; it retains crossed diagrams with five or more impurity lines and holds the current vertex at its $q=0$ value. The integrals were done by Gauss--Legendre quadrature, the lattice one after rewriting it as a time integral of the return probability. The slope $[R(0)-R(\kappa)]/\kappa$ was evaluated at $\kappa=0.005$ and $0.01$ and extrapolated linearly to zero.

\begin{center}
\begin{tabular}{lcc}
Regulator & $R(0)$ & Slope\\
\hline
Sharp & 0.0507 & 0.0796\\
Lattice & 0.2527 & 0.0796\\
Full ladder step & 0.1023 & 0.0796
\end{tabular}
\end{center}

The constants, each in its own inverse unit of length, differ by up to a factor of five. The slopes agree with $1/(4\pi)=0.0796$.

The same separation can be read in time. The probability density for a diffusing particle to be back at its origin after time $t$ is $(4\pi Dt)^{-3/2}$. Phase loss removes the fraction $1-e^{-t/\tau_\phi}$ of its interference, and
\begin{equation}
D\int_0^\infty\frac{1-e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}\,dt
=\frac{D}{(4\pi D)^{3/2}}\,2\sqrt{\frac{\pi}{\tau_\phi}}
=\frac{1}{4\pi L_\phi}.
\end{equation}
The time integral follows by parts: it becomes $(2/\tau_\phi)\int_0^\infty t^{-1/2}e^{-t/\tau_\phi}dt$. Without the factor $1-e^{-t/\tau_\phi}$ the integral would diverge at short times, where the diffusion law fails. That region sets the constant. The universal term comes from a broad range of return times around $\tau_\phi$: about two thirds of it from $0.1\tau_\phi<t<10\tau_\phi$, the rest in nearly equal parts from shorter and longer times. Times below $\tau$, where diffusion fails, supply only the fraction $\sqrt{\tau/(\pi\tau_\phi)}$, which is of order $\ell/L_\phi$.

\subsection{When a film counts as three-dimensional}

Let the film have thickness $d\gg\ell$ and faces that reflect electrons without breaking their phase. No diffusion current crosses the faces, so the transverse modes are $\cos(q_nz)$ with $q_n=n\pi/d$ and $n=0,1,2,\dots$ Averaged over the thickness, each normalized mode has weight $1/d$. With $\kappa_i=1/L_i$,
\begin{align}
R(\kappa_1)-R(\kappa_2)&=\frac1d\sum_{n=0}^\infty\int\frac{d^2q}{(2\pi)^2}
\left[\frac{1}{q^2+q_n^2+\kappa_1^2}-\frac{1}{q^2+q_n^2+\kappa_2^2}\right]\nonumber\\
&=\frac{1}{4\pi d}\sum_{n=0}^\infty
\ln\frac{q_n^2+\kappa_2^2}{q_n^2+\kappa_1^2}.
\end{align}
The second line uses $d^2q=\pi\,d(q^2)$. The term $n=0$ is $2\ln(\kappa_2/\kappa_1)$. The others follow from the product $\prod_{n\geq1}[1+x^2/(n\pi)^2]=\sinh x/x$ with $x=\kappa_id$. Their sum is $\ln[\sinh(\kappa_2d)/\sinh(\kappa_1d)]-\ln(\kappa_2/\kappa_1)$. Multiplication by $2e^2/(\pi\hbar)$ gives
\begin{equation}
\Delta\sigma_{\rm film}=\frac{e^2}{2\pi^2\hbar d}
\ln\frac{\kappa_2\sinh(\kappa_2d)}{\kappa_1\sinh(\kappa_1d)}.
\label{eq:film}
\end{equation}
For $d\gg L_1$, $\sinh x\simeq e^x/2$ and
\begin{equation}
\Delta\sigma_{\rm film}\simeq\frac{e^2}{2\pi^2\hbar}
\left[\frac1{L_2}-\frac1{L_1}+\frac1d\ln\frac{L_1}{L_2}\right].
\label{eq:thick}
\end{equation}
The surface term decreases as $1/d$ and has the same sign as the bulk term. For $d\ll L_2$, $\sinh x\simeq x$, and the sheet conductance $d\,\Delta\sigma_{\rm film}$ becomes $(e^2/\pi^2\hbar)\ln(L_1/L_2)$. The inverse-length law has then been replaced by the two-dimensional logarithm.

\subsection{Example: a degenerate amorphous oxide film}

Take $n=3\times10^{20}$~cm$^{-3}$, mobility $\mu=30$~cm$^2$/Vs, mass $0.30\,m_e$ and $d=500$~nm. These are rough values for amorphous indium zinc oxide used as a transparent conductor. Set $L_\phi=100$~nm at 5~K and 30~nm at 25~K. The coherence lengths are chosen inputs, not results of a dephasing theory. The results below carry more digits than such inputs justify, only so that the arithmetic can be followed. Density and mobility are held fixed between the two temperatures.

The density is $0.3$~nm$^{-3}$, so $k_F=(3\pi^2\times0.3)^{1/3}=2.07$~nm$^{-1}$. The elastic time is $\tau=m\mu/e=5.12$~fs and the mean free path $\ell=\hbar k_F\mu/e=4.09$~nm. Hence $k_F\ell=8.5$, $D=\ell^2/(3\tau)=10.9$~cm$^2$/s, and $\sigma_0=ne\mu=1442$~S/cm. The coherence times $L_\phi^2/D$ are 9.2~ps and 0.83~ps.

The universal terms are $123.3/100=1.23$~S/cm and $123.3/30=4.11$~S/cm. Their difference is
\begin{equation}
\Delta\sigma=4.11-1.23=2.88\ \text{S/cm}=288\ \text{S/m},
\end{equation}
or 0.20 percent of $\sigma_0$. The constant is much larger and far less certain: $-19.2$~S/cm for $Q=1/\ell$ and $-38.4$~S/cm for $Q=2/\ell$. With these two cutoffs (\ref{eq:closed}) gives total corrections of $-18.0$ and $-37.2$~S/cm at 5~K, and $-15.4$ and $-34.5$~S/cm at 25~K. Doubling the cutoff roughly doubles the total, while the change between the temperatures moves from 2.55 to 2.72~S/cm.

That change lies below 2.88~S/cm because of the third term in (\ref{eq:expansion}). Relative to the universal change it is
\begin{equation}
-\frac{2}{\pi Q}\left(\frac1{L_1}+\frac1{L_2}\right)
=-\frac{2\times4.09}{\pi}\,(0.0100+0.0333)\simeq-0.11
\end{equation}
for $Q=1/\ell$, and half as much for $Q=2/\ell$. This remainder depends on the cutoff, so it measures an uncertainty of the universal law and should not be applied as a correction. Its size and sign depend on the regulator: the full ladder step with integrand $A^4/[3(1-A)]$ gives $-0.04$, and with $A^3$ in place of $A^4$ it gives $+0.01$. The surfaces act opposite to the sharp-cutoff remainder. Equation (\ref{eq:film}) gives 3.17~S/cm, which is 10 percent above the bulk value, in agreement with the ratio $\ln(100/30)/[500\,(1/30-1/100)]=0.10$ from (\ref{eq:thick}). The near cancellation of the two effects is an accident of the chosen $d$ and $Q$.

\subsection{Effects outside the model}

One important omission is the correction from electron--electron interaction in a disordered metal. Its length scale is the thermal length $L_T=\sqrt{\hbar D/(k_BT)}$, which is 40.8~nm at 5~K and 18.2~nm at 25~K. Replacing $L_\phi$ by $L_T$ in (\ref{eq:delta}) gives 3.7~S/cm. This is an order of magnitude; the coefficient and sign are not derived here. It is comparable with the interference term, so a rise of conductivity with temperature cannot by itself be assigned to interference.

A small change of mobility has the same effect on the data: $30\times0.0020=0.06$~cm$^2$/Vs would imitate the whole signal. Thermal smearing is minor because it enters in second order in $k_BT/E_F$, which is 0.004 at 25~K for $E_F=0.545$~eV. At fixed density and for white-noise scattering it changes $\sigma_0$ by about $10^{-5}$ of its value between 5 and 25~K, against a signal of $2\times10^{-3}$.

A magnetic field gives the path and its reverse opposite phases, so the Cooperon responds as a particle of charge $2e$. In the plane normal to the field its $q^2$ is replaced by levels with spacing $4eB/\hbar$. This spacing equals $1/L_\phi^2$ at
\begin{equation}
B_\phi=\frac{\hbar}{4eL_\phi^2},
\end{equation}
which is 16.5~mT at 5~K and 183~mT at 25~K. The levels lie at the midpoints of equal intervals of $q^2$, so replacing the continuous integral by a sum over them changes $R$ only in second order in $B$. For $B\ll B_\phi$ the error term of the midpoint rule gives a reduction of $R$ by $(\kappa/4\pi)(B/B_\phi)^2/96$. The full sum gives a reduction of about 1 percent of $\kappa/(4\pi)$ at $B=B_\phi$ and 30 percent at $10B_\phi$. For a single coherence length, the zero-field formula is therefore still accurate at the corresponding $B_\phi$. A comparison of two temperatures in the same field must respect the smaller $B_\phi$: at 183~mT the bulk change between 5 and 25~K is 2.50 instead of 2.88~S/cm. The field dependence can also give $L_\phi$ independently of the temperature dependence. The field needed for this depends on the resolution of the measurement. At 5~K the bulk conductivity rises by only about 0.01~S/cm at $B_\phi$, which is $10^{-5}$ of $\sigma_0$, but by 0.37~S/cm at $10B_\phi=0.17$~T. In the 500~nm film, with the field normal to it, the reflecting faces raise the latter value to 0.47~S/cm. At 25~K, $10B_\phi$ is 1.8~T. These field results assume diffusion, which requires a level spacing $4eB/\hbar\ll1/\ell^2$. At 1.8~T the spacing is $0.19/\ell^2$, and keeping the full ladder step lowers the reduction from 30 to about 25 percent of $\kappa/(4\pi)$; at 5~K and 0.17~T it lowers it only to 29.5 percent.

Real films and devices can differ from the example in thickness, disorder and spin scattering. The value of 500~nm is large for an oxide electrode. At 200~nm, with the same coherence lengths, the surface term in (\ref{eq:thick}) grows to about $10.3\times500/200\simeq26$ percent of the bulk change, and (\ref{eq:film}) should be used. In a transistor whose conducting layer is thinner than $L_\phi$, the inverse-length law does not apply. If the layer also has $k_F\ell$ near one, the expansion behind the whole calculation fails. Indium is a fairly heavy element, so spin-orbit scattering needs a separate check in each film: if spin is not conserved over a time $\tau_\phi$, the spin factor 2 in (\ref{eq:restate}) is no longer justified.
